# Transmission through a field-free channel from coupled forward and backward fluxes

**What goes wrong with the simple estimates**

Electrons enter a silicon channel of length 5 nm from the left, and we ask what fraction leaves on the right. Take ordinary diffusion, with the entrance density set by the incoming electrons and the exit density set to zero. For the material data used below, the fraction comes out as 2.09: more electrons leave than enter. The opposite estimate, free flight through the channel, gives 1 whatever the length. A third estimate counts only electrons that are never turned back. At 20 nm it gives 0.15, less than half the value found below.

Each estimate mishandles the electrons that have been turned back. Following them requires two fluxes, one in each direction.

**Entry 1. The simplest case: losses without return**

Let the channel occupy $0<x<L$. Let $F^+(x)$ be the number of carriers crossing the plane at $x$ towards $+x$, per unit time and unit channel width, and $F^-(x)$ the number crossing towards $-x$. Both are counted positive.

A carrier travelling a short distance $dx$ along the channel has its direction reversed with probability $dx/\lambda$. This defines the backscattering mean free path $\lambda$. It is a distance for reversal, not for collision. If carriers move on a line, collide on average once per distance $l$, and leave each collision in either direction with equal chance, then half the collisions reverse them. So $1/\lambda=1/(2l)$ and $\lambda=2l$.

Suppose first that a reversed carrier is lost for good. Then

$$\frac{dF^+}{dx}=-\frac{F^+}{\lambda}\quad\Rightarrow\quad \frac{F^+(L)}{F^+(0)}=e^{-L/\lambda}.$$

This is the fraction that crosses without ever turning. It cannot be the whole transmission, because a carrier reversed twice moves forward again and may still get out.

**Entry 2. Both fluxes**

Assume a steady state, no generation or recombination, no electric field, and a $\lambda$ that is uniform and equal for both directions. Scattering is incoherent, so we add probabilities and not wave amplitudes.

Consider the slice from $x$ to $x+dx$. The forward flux enters at $x$ and leaves at $x+dx$. It loses what is reversed and gains what is reversed out of the backward flux:

$$F^+(x+dx)=F^+(x)-F^+\frac{dx}{\lambda}+F^-\frac{dx}{\lambda}.$$

The backward flux enters at $x+dx$ and leaves at $x$:

$$F^-(x)=F^-(x+dx)-F^-\frac{dx}{\lambda}+F^+\frac{dx}{\lambda}.$$

In the second line the outgoing value stands at the smaller coordinate. Solving it for $F^-(x+dx)-F^-(x)$ therefore reverses the signs of the scattering terms. Dividing by $dx$,

$$\frac{dF^+}{dx}=-\frac{F^+}{\lambda}+\frac{F^-}{\lambda},\qquad
\frac{dF^-}{dx}=-\frac{F^+}{\lambda}+\frac{F^-}{\lambda}.$$

The right-hand sides are equal. Subtracting the equations gives

$$\frac{d}{dx}(F^+-F^-)=0,$$

so the net flux $F=F^+-F^-$ does not depend on $x$, as a steady state without sources requires. Both equations then read

$$\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\frac{F}{\lambda}.$$

Since $F$ and $\lambda$ are constants, both fluxes are straight lines with the same slope.

**Entry 3. Injection from the left**

Let the right contact absorb every carrier that reaches it and inject none, so $F^-(L)=0$. Integrating the slope from $x$ to $L$,

$$F^-(L)-F^-(x)=-\frac{F}{\lambda}(L-x)\quad\Rightarrow\quad F^-(x)=\frac{F(L-x)}{\lambda}.$$

The forward flux is larger by $F$:

$$F^+(x)=F+\frac{F(L-x)}{\lambda}=\frac{F(\lambda+L-x)}{\lambda}.$$

At the entrance $F^+(0)=F(\lambda+L)/\lambda$, and at the exit $F^+(L)=F$. The transmission and reflection are therefore

$$\boxed{T=\frac{F^+(L)}{F^+(0)}=\frac{\lambda}{\lambda+L}},\qquad R=\frac{F^-(0)}{F^+(0)}=\frac{L}{\lambda+L}.$$

They add to 1, so every injected carrier leaves at one end or the other.

*Limits.* For $L\ll\lambda$, $T\to1$: the channel is ballistic. For $L\gg\lambda$, $T\to\lambda/L$: the fraction falls as the inverse length, much more slowly than $e^{-L/\lambda}$. At $L=\lambda$, half the carriers pass.

**Entry 4. Injection from both ends**

Now let the right contact inject a known flux $F^-(L)$. The slope is unchanged, so

$$F^-(0)=F^-(L)+\frac{FL}{\lambda}.$$

Insert this in $F^+(0)=F+F^-(0)$ and collect the terms in $F$:

$$F\left(1+\frac{L}{\lambda}\right)=F^+(0)-F^-(L)\quad\Rightarrow\quad F=T\,[F^+(0)-F^-(L)].$$

*Limit.* Equal injection gives $F=0$, as equilibrium demands. The same $T$ serves both directions.

**Entry 5. Two sections in series**

Cut the channel into lengths $L_1$ and $L_2$, with $T_i=\lambda/(\lambda+L_i)$ and $R_i=L_i/(\lambda+L_i)$. A carrier that passes section 1 may bounce between the sections any number of times before it passes section 2. Each round trip contributes a factor $R_2R_1$, and the geometric series gives

$$T_{12}=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\dots\right]=\frac{T_1T_2}{1-R_1R_2}.$$

With the common denominator $(\lambda+L_1)(\lambda+L_2)$,

$$1-R_1R_2=\frac{(\lambda+L_1)(\lambda+L_2)-L_1L_2}{(\lambda+L_1)(\lambda+L_2)}=\frac{\lambda(\lambda+L_1+L_2)}{(\lambda+L_1)(\lambda+L_2)}.$$

Since $T_1T_2=\lambda^2/[(\lambda+L_1)(\lambda+L_2)]$, the quotient is

$$T_{12}=\frac{\lambda}{\lambda+L_1+L_2}.$$

The law reproduces itself when channels are joined. Summing the bounces as probabilities is where incoherence enters. If the carriers kept their phase between bounces, amplitudes would have to be summed instead.

**Entry 6. What diffusion gets right and wrong**

Let $v$ be the mean speed along the channel of the carriers in either stream. A stream of density $n^\pm$ carries $F^\pm=n^\pm v$, so the total density is $n=(F^++F^-)/v$. Differentiate and use the common slope:

$$\frac{dn}{dx}=\frac1v\left(-\frac{2F}{\lambda}\right)\quad\Rightarrow\quad F=-\frac{v\lambda}{2}\frac{dn}{dx}.$$

This is Fick's law with $D=v\lambda/2$. In this model it holds for any $L$, including channels much shorter than $\lambda$. The estimate in the opening must therefore fail at the boundaries. It takes $n(0)=2F^+(0)/v$, as if the entrance were in equilibrium with equal streams, and $n(L)=0$. That gives

$$F=\frac{D\,n(0)}{L}=\frac{v\lambda}{2L}\,\frac{2F^+(0)}{v}=\frac{\lambda}{L}F^+(0),$$

which exceeds the injected flux when $L<\lambda$. The two-flux densities are instead

$$n(0)=\frac{F^+(0)}{v}(1+R)=\frac{F^+(0)}{v}\,\frac{\lambda+2L}{\lambda+L},\qquad n(L)=\frac{F^+(0)}{v}\,\frac{\lambda}{\lambda+L}.$$

The exit density is not zero, because carriers leaving at finite speed must be present in order to leave.

**Entry 7. $\lambda$ from the mobility**

For a nondegenerate gas the velocity component along $x$ has a Maxwell distribution. Averaged over the forward-moving half,

$$v=\frac{\int_0^\infty u\,e^{-mu^2/2kT_L}du}{\int_0^\infty e^{-mu^2/2kT_L}du}=\frac{kT_L/m}{\tfrac12\sqrt{2\pi kT_L/m}}=\sqrt{\frac{2kT_L}{\pi m}},$$

where $T_L$ is the temperature (the plain $T$ is the transmission), $k$ is Boltzmann's constant and $m$ is the effective mass.

The mobility $\mu$ fixes $D$. In equilibrium in a potential energy $U(x)$, drift and diffusion cancel:

$$-\frac{\mu n}{q}\frac{dU}{dx}-D\frac{dn}{dx}=0.$$

With $n\propto e^{-U/kT_L}$ we have $dn/dx=-(n/kT_L)\,dU/dx$, hence $D=\mu kT_L/q$. Combining this with $D=v\lambda/2$,

$$\lambda=\frac{2D}{v}=\frac{2\mu kT_L}{qv}.$$

**Entry 8. Numbers for a silicon channel**

Take an electron inversion layer at 300 K with $L=20$ nm, $\mu=250$ cm²/Vs, $m=0.19\,m_0$ and a sheet density of $5\times10^{12}$ cm⁻². These are rough typical values for a silicon transistor that is switched on. The mobility is meant as that of a long channel, where the contacts do not limit the current. With $kT_L/q=25.85$ mV,

$$v=1.234\times10^{7}\ \text{cm/s},\qquad D=250\times0.02585=6.46\ \text{cm}^2/\text{s},$$

$$\lambda=\frac{2\times6.463}{1.234\times10^7}\ \text{cm}=10.47\ \text{nm},\qquad T=\frac{10.47}{10.47+20}=0.344.$$

About a third of the injected electrons reach the drain, and $R=0.656$. If the drain injects nothing, the density falls along the channel to $n(L)/n(0)=10.47/50.47=0.207$ of its entrance value. In a real transistor an empty drain contact requires a bias of several $kT_L/q$, and the field can then no longer be neglected. At a bias of 5 mV the drain injects almost as much as the source. If the channel stays flat and the bias only lowers the drain's injected flux by the factor $e^{-qV/kT_L}=0.82$, the same equations give a ratio of 0.88. If the bias drops across the channel, as in Entry 9, the ratio is instead slightly above 1.

The law was tested against a random walk in which 400 000 carriers collide on average every $\lambda/2=5.24$ nm and then pick either direction at random. The walk uses no flux equation. A fraction $0.3434\pm0.0008$ got through, against 0.3437 from the formula. The part that never turned was 0.148, in agreement with $e^{-L/\lambda}$. The remaining 0.196 of the injected carriers were reversed an even number of times and still got out.

With $\lambda$ held fixed, the length dependence is:

| $L$ (nm) | $T$ | $\lambda/L$ | $e^{-L/\lambda}$ |
|---|---|---|---|
| 5 | 0.677 | 2.09 | 0.62 |
| 20 | 0.344 | 0.524 | 0.15 |
| 100 | 0.095 | 0.105 | 0.00007 |

The diffusive estimate exceeds $T$ by the relative amount $(\lambda/L)/T-1=\lambda/L$, still about 10 % at 100 nm.

**Entry 9. Generalization: a weak field**

A drain bias $V$ tilts the channel. Let the potential energy of the carriers fall uniformly towards $+x$ by $qV$ in all, and set $u=qV/kT_L$ and $\varepsilon=u/L$.

Without collisions, forward carriers run downhill and are never turned. Backward carriers climb, and those from a Maxwell distribution that can climb a distance $s$ make up a fraction $e^{-\varepsilon s}$ of the flux. The field thus turns backward carriers forward at a rate $\varepsilon$ per unit length. Adding this to the collision rate assumes that each stream stays close to Maxwellian, so the field must be weak:

$$\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\frac{F^+}{\lambda}+\left(\frac1\lambda+\varepsilon\right)F^-=-\frac F\lambda+\varepsilon F^-.$$

In equilibrium $F=0$ and both fluxes grow as $e^{\varepsilon x}$, the Boltzmann factor, as they should. With $F^-(L)=0$ the solution is

$$F^-(x)=\frac{F}{\lambda\varepsilon}\left[1-e^{-\varepsilon(L-x)}\right].$$

Its derivative is $-(F/\lambda)e^{-\varepsilon(L-x)}$, which equals $-F/\lambda+\varepsilon F^-$. At the entrance $F^-(0)=F\ell/\lambda$, so $F^+(0)=F(1+\ell/\lambda)$ and

$$T=\frac{\lambda}{\lambda+\ell},\qquad \ell=L\,\frac{1-e^{-u}}{u}.$$

*Limits.* As $u\to0$, $\ell\to L$ and Entry 3 returns. For $u\gg1$ the formula gives $\ell\to L/u$, the distance over which the energy drops by $kT_L$, though the assumption of a weak field may fail there.

At 10 mV, $\ell=16.6$ nm and $T=0.387$. At 50 mV, $\ell=8.85$ nm and $T=0.54$. In the second case the energy drop over one $\lambda$ is $50\times10.47/20\approx26$ meV, about $kT_L$, so that value is an estimate at the edge of the model. With a constant scattering time, the transmission at 50 mV depends on the energy exchanged in collisions: for carriers moving in a plane it is about 0.50 if they are elastic, and about 0.62 if each one restores a thermal velocity.

**Entry 10. Generalization: angles, energies and degeneracy**

*Angles.* Real carriers move in a plane. For speed $w$, collision time $\tau$ and isotropic scattering, $D=w^2\tau/2$. The mean of $|\cos\theta|$ is $2/\pi$, so $v=2w/\pi$ and $\lambda=2D/v=\pi w\tau/2$. Solving the transport equation for all angles at the same $L/\lambda$ gives $T=0.339$ instead of 0.344. The two-flux formula is an approximation here, 1.4 % too high for this channel.

*Energies.* Suppose that collisions are elastic, so that each carrier keeps its energy while it crosses. If $\tau$ is the same at all energies, $\lambda$ grows as the square root of energy. Let $E$ be the energy in units of $kT_L$. The injected flux is weighted by $\sqrt{E}\,e^{-E}$: speed times occupation, at constant density of states. With this weight the mean of $\lambda(E)$ is again 10.47 nm, but the mean transmission is 0.330. It is lower because $d^2T/d\lambda^2=-2L/(\lambda+L)^3$ is negative: short paths cost more transmission than long paths gain.

*Degeneracy.* Let $\eta$ be the Fermi energy above the subband edge, in units of $kT_L$, and $f=1/(1+e^{E-\eta})$. One subband with two equivalent valleys has $n=N F_0$, where $N=2mkT_L/(\pi\hbar^2)$ and $F_0=\ln(1+e^\eta)$. The equilibrium argument of Entry 7, with $n$ now a function of $\eta-U/kT_L$, gives

$$D=\frac{\mu kT_L}{q}\,\frac{F_0}{F_0'},\qquad F_0'=\frac{dF_0}{d\eta}.$$

The forward flux is half the density of states, times the occupation $f$, times the mean forward velocity $(2/\pi)\sqrt{2EkT_L/m}$ at energy $E$, integrated over energy:

$$F^+=\frac N2\,\frac2\pi\sqrt{\frac{2kT_L}{m}}\int_0^\infty\!\sqrt{E}\,f\,dE.$$

Since $\partial f/\partial\eta=-\partial f/\partial E$, integration by parts gives

$$\frac{dF^+}{d\eta}=\frac N\pi\sqrt{\frac{2kT_L}{m}}\;\frac12\int_0^\infty\!\frac{f}{\sqrt E}\,dE=\frac N2\,v\,F_{-1/2},\qquad F_{-1/2}=\frac1{\sqrt\pi}\int_0^\infty\!\frac{f}{\sqrt E}\,dE,$$

with $v$ from Entry 7. A small excess of forward carriers, $dn^+=\tfrac12NF_0'\,d\eta$, thus moves at $vF_{-1/2}/F_0'$. This replaces $v$ in $\lambda=2D/v$, and $F_0'$ cancels:

$$\lambda_{\rm deg}=\frac{2\mu kT_L}{qv}\,\frac{F_0}{F_{-1/2}}.$$

*Limit.* For $\eta\ll-1$ both integrals tend to $e^\eta$ and the factor is 1. With all electrons in this subband $\eta=0.868$, so $\lambda_{\rm deg}=10.47\times1.218/0.968=13.2$ nm and $T=0.397$. At the same mobility, degeneracy raises the transmission by about 16 %. This applies when the two contacts inject nearly equal fluxes, since $\lambda_{\rm deg}$ was derived for a small excess of carriers. With an empty right contact the rise depends on how scattering varies with energy: for elastic collisions it is smaller if $\tau$ is constant, the same if $\lambda$ is independent of energy, and larger if $\lambda$ falls with energy.

**Entry 11. Beside a real transistor**

Three further changes were sized one at a time.

- **Other valleys.** Silicon also has four valleys whose mass along a $\langle100\rangle$ channel is $0.92\,m_0$ in two of them and $0.19\,m_0$ in the other two. If they hold 30 % of the electrons, with the same overall mobility and a common $\lambda$, the mean velocity falls, $\lambda$ becomes 11.4 nm and $T=0.363$.
- **Temperature.** At 400 K, with an assumed $\mu\propto T_L^{-1.5}$, the mobility is 162 cm²/Vs, $\lambda=7.85$ nm and $T=0.282$.
- **Tunnelling.** For electrons an energy $\delta$ below the top of a flat 0.10 eV barrier, take the simple leakage probability $e^{-2\kappa L}$, where $\kappa=\sqrt{2m\delta}/\hbar$. Weighted with their thermal numbers, they add about 1 % of the ballistic flux over the barrier. This shows only that the effect is small for a flat barrier. Half of it comes from within 0.4 meV of the barrier top, where the exponential fails. For a barrier with sharp edges the exact transmission gives about 0.15 %, and rounded edges give more. A real source–drain barrier is curved: for a parabolic barrier of the same height and a 20 nm base, tunnelling amounts to about 17 % of the classical flux. Wave reflection also removes part of the flux above the top, about a third for sharp edges and about a tenth for the parabola.

Of the effects sized here, the field moves the result most: from 0.34 to about 0.54 at 50 mV. A transistor in normal switching has a drain bias of several hundred millivolts for much of the time. There neither the field-free law nor the weak-field correction may be used with the full channel length. The value 0.34 belongs to a drain bias well below $kT_L/q$, and even there degeneracy lifts it to about 0.40 if all electrons occupy one subband, and by less if they are spread over several. In a (100) layer at this density and 300 K the lowest subband holds only about 55 to 80 % of the electrons, depending on the depletion charge, and degeneracy alone then gives about 0.36 to 0.38. The shifts were each computed alone and should not simply be added. The numerical output below lists the main ones together with the inputs.

## Calculated quantities

```
temperature = 300 K
channel length L = 20 nm
mobility = 250 cm2/Vs
in-plane mass = 0.19 m0
sheet density = 5.0e+12 cm^-2
thermal voltage kT/q = 25.85 mV
mean forward velocity v = 1.234e+07 cm/s
diffusion coefficient D = 6.463 cm2/s
backscattering mean free path = 10.47 nm
1D distance between collisions = 5.24 nm
transmission T = 0.3437
reflection R = 0.6563
T, matrix exponential = 0.3437
T, Monte Carlo = 0.3434 (standard error 0.0008)
Monte Carlo walkers = 400000
never-turned fraction exp(-L/lam) = 0.1481
never-turned fraction, Monte Carlo = 0.1477
F+(L/2)/F+(0) = 0.6718
F-(L/2)/F+(0) = 0.3282
density ratio n(L)/n(0) = 0.2075
net flux/F+(0) if F-(L)/F+(0)=0.6: 0.1375
two sections 0.3L, 0.7L: T1 = 0.6358, T2 = 0.4279
bounce sum of the two sections = 0.3437
L = 5 nm: T = 0.6768, lam/L = 2.0945, exp(-L/lam) = 6.20e-01
L = 10 nm: T = 0.5115, lam/L = 1.0472, exp(-L/lam) = 3.85e-01
L = 20 nm: T = 0.3437, lam/L = 0.5236, exp(-L/lam) = 1.48e-01
L = 50 nm: T = 0.1732, lam/L = 0.2094, exp(-L/lam) = 8.44e-03
L = 100 nm: T = 0.0948, lam/L = 0.1047, exp(-L/lam) = 7.13e-05
Neglected effects, one at a time:
2D angular spread: T = 0.3388
energy spread, constant scattering time: T = 0.3300
degeneracy: (EF - subband edge)/kT = 0.868
degeneracy: F0 = 1.2184, F(-1/2) = 0.9683
degeneracy: lam = 13.18 nm, T = 0.3972
drain bias 10 mV: effective length = 16.59 nm, T = 0.3870
drain bias 50 mV: effective length = 8.85 nm, T = 0.5421
fourfold valleys: share = 0.30, long mass = 0.92 m0
fourfold valleys: lam = 11.41 nm, T = 0.3632
at 400 K: mobility = 162 cm2/Vs, lam = 7.85 nm, T = 0.2820
tunnelling: barrier height = 0.10 eV
tunnelling / ballistic over-barrier flux = 0.0100
```
